# The optical f-sum rule and free-carrier spectra of transparent conductors

## A tenth of an electron with too much weight

Take a one-dimensional crystal with a filled valence band, a gap of 3.57 eV and a cell of 4 Å. Add 0.1 electron per cell to its conduction band. The free-carrier (Drude) absorption that appears has a weight of 0.368 electrons per cell, in units where one free electron counts as one. Yet the weight of the whole spectrum rises from 2.0 to 2.1, just the number of electrons added.

The total is fixed by causality and by the response of electrons to a very fast field. For independent electrons in a rigid periodic potential, the Drude part is fixed by band curvature. A check on a doped-oxide spectrum must keep these two statements apart.

## Conventions and assumptions

The algebra is in atomic units: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the electron charge is $-1$. Fields vary as $e^{-i\omega t}$. The linear current density along one axis, driven by the macroscopic field $E$ at long wavelength, is

$$j(t)=\int_0^\infty K(s)\,E(t-s)\,ds .$$

The lower limit expresses causality: the current depends on past fields only. The conductivity is

$$\sigma(\omega)=\sigma_1+i\sigma_2=\int_0^\infty K(t)\,e^{i\omega t}\,dt,\qquad \varepsilon=1+\frac{4\pi i\sigma}{\omega}.$$

The electrons are nonrelativistic, the nuclei are clamped, and each electron's velocity equals its momentum. The last condition holds for any potential that depends on positions alone, including the Coulomb repulsion between electrons. It generally fails for nonlocal potentials and for tight-binding models with a few bands; the derivation below does not cover them.

## The current just after a kick

Apply the impulse $E(t)=E_0\delta(t)$ to a system in equilibrium, which carries no current. The force on each electron is $-E_0\delta(t)$, so each momentum changes by $-E_0$. So does each velocity. Forces from the lattice and from other electrons are finite and change no momentum in zero time. With $n$ the density of all electrons,

$$j(0^+)=(-1)\,n\,(-E_0)=nE_0\quad\Rightarrow\quad K(0^+)=n .$$

Binding does not enter. A core electron and a conduction electron contribute equally at this instant, each with the bare mass.

Now integrate $\sigma$ by parts for $\operatorname{Im}\omega=\eta>0$, where $Ke^{i\omega t}$ vanishes at late times:

$$\sigma(\omega)=\left[\frac{K e^{i\omega t}}{i\omega}\right]_0^\infty-\frac{1}{i\omega}\int_0^\infty K'e^{i\omega t}dt=\frac{in}{\omega}+\frac{i}{\omega}\int_0^\infty K'e^{i\omega t}dt .$$

If $K'e^{-\eta t}$ is integrable, the last integral tends to zero as $|\omega|\to\infty$, because the exponential oscillates or decays ever faster. Hence $\sigma\to in/\omega$, the free-electron response.

## From causality to the area

For $\operatorname{Im}\omega>0$ the factor $e^{i\omega t}$ decays, so the integral defining $\sigma$ converges and is analytic there. Integrate $\sigma$ along the line $\omega=x+i\eta$ from $x=-R$ to $R$, and return by a large semicircle above it. No singularity is enclosed, so the sum is zero. On the arc $\omega\simeq Re^{i\theta}$ and $d\omega=iRe^{i\theta}d\theta$, which gives

$$\int_{\rm arc}\frac{in}{\omega}\,d\omega=\int_0^\pi in\cdot i\,d\theta=-\pi n .$$

The remainder of $\sigma$ falls faster than $1/R$ and the arc has length $\pi R$, so its contribution vanishes as $R\to\infty$. Therefore

$$\int_{-\infty}^{\infty}\sigma(x+i\eta)\,dx=\pi n .$$

Since $K$ is real, $\sigma(-x+i\eta)=\sigma(x+i\eta)^*$. The imaginary part is odd in $x$ and integrates to zero; the real part is even. Halving the range and letting $\eta\to0$ gives the f-sum rule:

$$\boxed{\int_0^\infty\sigma_1(\omega)\,d\omega=\frac{\pi n}{2}}$$

The raised line also settles what to do with a pole at zero frequency. For free electrons without collisions, $K=n$ at all later times and $\sigma=in/\omega$. On the line, $\operatorname{Re}\sigma=n\eta/(x^2+\eta^2)$, whose integral over $x>0$ is $\pi n/2$ for every $\eta$. As $\eta\to0$ this becomes $\pi n\,\delta(x)$, and half of the delta function belongs to the positive axis.

For a real $K$, causality ties the area to the coefficient of $i/\omega$ at high frequency. Mechanics supplies the value $n$ of that coefficient.

## How bands share the area

Let the electrons be independent, in a rigid periodic potential. The periodic part of a Bloch state obeys $H_k=\tfrac12(p+k)^2+V$. Write $v=p+k$, $\omega_{mn}=E_m-E_n$, and

$$f_{mn}=\frac{2|v_{mn}|^2}{\omega_{mn}},\qquad f_{nm}=-f_{mn}.$$

A kick takes $k$ to $k-E_0$ while the periodic part of the state stays as it was. The new Hamiltonian is $H_k-E_0v+E_0^2/2$. To second order its energies are

$$E_n(k-E_0)=E_n-E_0v_{nn}+\frac{E_0^2}{2}-E_0^2\sum_{m\ne n}\frac{|v_{mn}|^2}{\omega_{mn}} .$$

The coefficient of $E_0^2$ is $E_n''/2$, so

$$E_n''=1-\sum_{m\neq n}f_{mn}.$$

To find the current, expand the old state in new eigenstates, marked by a tilde. First-order perturbation theory gives $|\tilde n\rangle=|n\rangle+E_0\sum_m|m\rangle v_{mn}/\omega_{mn}$. Inverting to the same order,

$$|n\rangle=|\tilde n\rangle-E_0\sum_{m\ne n}|\tilde m\rangle\frac{v_{mn}}{\omega_{mn}} .$$

In time each term in the sum acquires the phase $e^{-i\omega_{mn}t}$ relative to the first. The diagonal part of the velocity is $E_n'(k-E_0)=E_n'-E_0E_n''$. The cross terms and their conjugates add $-E_0\sum_m f_{mn}\cos\omega_{mn}t$. The equilibrium velocities $E_n'$ cancel between $k$ and $-k$. Multiplying by the charge $-1$ and dividing by the volume $V_0$ and by $E_0$,

$$K(t)=\frac1{V_0}\sum_{n\,\rm occ}\Big[E_n''+\sum_{m\neq n}f_{mn}\cos\omega_{mn}t\Big].$$

Pairs in which both states are occupied cancel, because $f$ changes sign and the cosine does not. What remains are transitions into empty states.

The constant term gives the Drude area, $\pi/2$ times its coefficient, as for free electrons. For a cosine term, the real part of the transform is

$$\frac12\left[\frac{\eta}{(x-\omega_{mn})^2+\eta^2}+\frac{\eta}{(x+\omega_{mn})^2+\eta^2}\right].$$

Its integral over $x>0$ is $\tfrac12[\tfrac\pi2+\arctan(\omega_{mn}/\eta)+\tfrac\pi2-\arctan(\omega_{mn}/\eta)]=\pi/2$. Each coefficient in $K$ is therefore the weight of its own absorption. At $t=0$ they add to $n$, by the formula for $E_n''$.

## What doping changes

A filled band has no Drude weight, since the sum of $E_n''$ over the zone is the integral of the derivative of a periodic function. Now add carriers of density $n_c$ to the conduction band, and define the optical mass by the average curvature of the occupied conduction states:

$$\frac1{m_{\rm opt}}=\langle E_c''\rangle .$$

The Drude area is $\pi n_c/(2m_{\rm opt})$. The total area grows by $\pi n_c/2$. The interband area must change by the difference,

$$\Delta A_{\rm inter}=\frac{\pi n_c}{2}\left(1-\frac1{m_{\rm opt}}\right),$$

which is negative for $0<m_{\rm opt}<1$. An electron placed in a conduction state blocks the transition that used to end there, and opens transitions from that state to higher bands.

In the crystal of the opening, the optical mass is 0.272. The Drude weight per cell is then $0.1/0.272=0.368$. The blocked transitions had a weight of 0.271, and the new ones have 0.003. The balance is

$$0.100+0.271-0.003=0.368 .$$

The interband weight falls from 2.000 to 1.732, and $1.732+0.368=2.100$. About 73% of the Drude weight is taken from interband absorption, through the blocked transitions across the gap; the added electrons supply the rest. The mass at the band edge is 0.270; the optical mass is slightly larger because it averages over states away from the edge, where the curvature in this model is lower.

The same total follows without band sums, by propagating the kicked states in time and integrating the transform of the current up to 217.7 eV. The transform is taken on the raised line with $\eta=1.36$ eV, which spreads every absorption into a Lorentzian of that half-width. The tails beyond 217.7 eV, taken from the free-electron limit, add 0.008; this part is proportional to $\eta$ and is not absorption of the crystal at those energies. The result is 2.100 again. This calculation also shows the approach to the free-electron limit. On the same line, $\sigma$ exceeds that limit by 0.41% at 81.6 eV and by 0.06% at 217.7 eV. The reason is that $\cos\omega_{mn}t$ transforms to

$$\frac{i\omega}{\omega^2-\omega_{mn}^2}\simeq\frac{i}{\omega}\left(1+\frac{\omega_{mn}^2}{\omega^2}\right),$$

so the excess falls as $\omega^{-2}$.

With real dopants the potential changes too, and the split above need not hold with rigid bands. The total rule still does, with the actual density of all electrons. Replacing an atom by one with atomic number higher by one adds one electron. Removing a neutral oxygen atom takes away eight, even if carriers are left behind. At fixed volume the complete area then falls while a Drude peak appears.

## The carrier part in a window

A measured spectrum ends at some energy $\omega_c$, far below the core transitions. What can be examined there is the carrier part. Suppose that interband absorption lies above the window and contributes a constant permittivity $\varepsilon_b$, and write

$$\varepsilon=\varepsilon_b+\frac{4\pi i\sigma_c}{\omega},\qquad \sigma_c=\frac{S}{\Gamma(\omega)-i\omega},\qquad S=\frac{n_c}{m_{\rm opt}} .$$

Here $\Gamma$ is a scattering function that stays bounded at high frequency, is analytic above the real axis and has $\operatorname{Re}\Gamma>0$ there. It also obeys $\Gamma(-\omega^*)=\Gamma(\omega)^*$, so that a real field drives a real current and $\sigma_{c,1}$ is even. Then $\operatorname{Re}(\Gamma-i\omega)=\operatorname{Re}\Gamma+\operatorname{Im}\omega>0$. The denominator has no zero, and $\sigma_c$ is analytic. At high frequency $\sigma_c\to iS/\omega$, so the contour argument applies with $S$ in place of $n$:

$$\int_0^\infty\sigma_{c,1}\,d\omega=\frac{\pi S}{2}=\frac{\omega_p^2}{8},\qquad \omega_p^2=4\pi S .$$

This extends the carrier formula beyond the window. It is a property of the separated carrier part, not of the complete spectrum, whose limit contains the bare mass.

In the numerical model, $n_c=0.001$ Å$^{-3}$ ($10^{21}$ cm$^{-3}$), $m_{\rm opt}=0.35$ and $\varepsilon_b=4$. These give $\omega_p=1.985$ eV, $\omega_p^2=3.940$ eV² and an expected area of $3.940/8=0.492$ eV².

## A scattering rate that depends on energy

Let the rate fall from $\gamma_l=0.15$ eV at low energy to $\gamma_h=0.05$ eV at high energy, around $\omega_x=0.8$ eV. With $\Delta=\gamma_l-\gamma_h$, a causal choice is

$$\Gamma=\gamma_h+\frac{\Delta}{1-i\omega/\omega_x}.$$

Above the axis the last denominator has real part $1+\operatorname{Im}\omega/\omega_x>0$, so $\Gamma$ is analytic and bounded there and has a positive real part, as required. Replacing $\omega$ by $-\omega^*$ turns $-i\omega$ into its complex conjugate, so the symmetry condition holds too. For real $\omega$,

$$\operatorname{Re}\Gamma=\gamma(\omega)=\gamma_h+\frac{\Delta}{1+\omega^2/\omega_x^2},\qquad \operatorname{Im}\Gamma=\frac{\Delta\,\omega/\omega_x}{1+\omega^2/\omega_x^2}.$$

It is tempting to fit a spectrum with the real rate $\gamma(\omega)$ alone. Call this the shortcut. Its high-frequency limit is still $iS/\omega$, but its area is 0.909 of the expected one. The causal form gives 1.000.

The missing 9% comes from a pole. Put $\omega=iy$ in the shortcut's denominator:

$$h(y)=y+\gamma_h+\frac{\Delta}{1-y^2/\omega_x^2}=0 .$$

Multiplying by $y^2-\omega_x^2$ gives

$$y^3+\gamma_hy^2-\omega_x^2y-\omega_x^2\gamma_l=0 .$$

The coefficients change sign once, so there is one positive root $y_0$. The three roots have sum $-\gamma_h$ and product $\omega_x^2\gamma_l>0$. The other two therefore have a negative sum and a positive product, and both have negative real parts. One pole, at $\omega=iy_0$, lies in the upper half-plane.

Since $d\omega=i\,dy$, the derivative of the denominator with respect to $\omega$ is $-ih'(y_0)$, and the residue of the shortcut conductivity is $iS/h'(y_0)$. The contour now encloses it:

$$\int_{-\infty}^{\infty}\sigma\,d\omega-\pi S=2\pi i\,\frac{iS}{h'(y_0)}\quad\Rightarrow\quad\int_0^\infty\sigma_1d\omega=\frac{\pi S}{2}\left[1-\frac{2}{h'(y_0)}\right].$$

Differentiating $h$ and using $h(y_0)=0$, that is $1-y_0^2/\omega_x^2=-\Delta/(y_0+\gamma_h)$,

$$h'(y_0)=1+\frac{2\Delta y_0/\omega_x^2}{(1-y_0^2/\omega_x^2)^2}=1+\frac{2y_0(y_0+\gamma_h)^2}{\omega_x^2\Delta}.$$

With $y_0=0.8436$ eV, $h'=1+2(0.8436)(0.8936)^2/(0.64\times0.1)\simeq22.05$, and the fraction is $1-2/22.05\simeq0.909$, as found by direct integration.

For rates much smaller than $\omega_x$, $y_0\to\omega_x$ and $h'\to2\omega_x/\Delta$. The deficit becomes $\Delta/\omega_x$, here 0.125. The actual deficit, 0.091, is smaller because the finite rates make $y_0$ and $y_0+\gamma_h$ larger than $\omega_x$, and because the term 1 in $h'$ is no longer negligible. With all rates reduced a hundredfold, the deficit is within 0.4% of the estimate.

The omitted imaginary part has a direct meaning. At low frequency $\Gamma\simeq\gamma_l+i\omega\Delta/\omega_x$, so

$$\sigma_c\simeq\frac{S}{\gamma_l-i\omega(1-\Delta/\omega_x)} .$$

For $0<\Delta<\omega_x$, as here, the response at low frequency thus looks like that of a Drude peak with weight $S/(1-\Delta/\omega_x)$, larger than $S$. The extra weight compensates for the absorption lost at higher energy, where the rate has fallen. The shortcut keeps the loss and drops the compensation.

## A check at finite frequency

The area is the high-frequency end of a stronger condition. For analytic $\sigma$, integrate $\sigma(\omega)/(\omega-\omega_0)$ along the real axis, passing above $\omega_0$ on a small semicircle. The large arc vanishes and the small one gives $-i\pi\sigma(\omega_0)$. The real part of the resulting equation is

$$P\!\int_{-\infty}^{\infty}\frac{\sigma_1(\omega)}{\omega-\omega_0}d\omega=-\pi\sigma_2(\omega_0).$$

Folding the negative axis onto the positive one, with $\sigma_1$ even, gives the Kramers–Kronig relation

$$\sigma_2(\omega_0)=\frac{2\omega_0}{\pi}\,P\!\int_0^\infty\frac{\sigma_1(\omega)}{\omega_0^2-\omega^2}\,d\omega .$$

For $\omega_0$ above all appreciable absorption the right side tends to $(2/\pi\omega_0)\int\sigma_1d\omega$, and the sum rule returns. At 1 eV, the value computed from $\sigma_1$ is 1.000 times the actual $\sigma_2$ for the causal form, but 0.947 times for the shortcut.

A correct area does not prove causality. Move some absorption from one energy to another without altering $\sigma_2$: the area is unchanged, while the relation fails at finite $\omega_0$, except perhaps at isolated frequencies.

## Applying the rule to a spectrum

Well above the scattering rates, $\sigma_2\simeq S/\omega$ and $\varepsilon_1\simeq\varepsilon_b-\omega_p^2/\omega^2$. Two energies $\omega_a<\omega_b$ remove the constant background:

$$\omega_p^2\simeq\frac{\varepsilon_1(\omega_b)-\varepsilon_1(\omega_a)}{\omega_a^{-2}-\omega_b^{-2}} .$$

The absorption gives a second value. If $\sigma_1=C/\omega^2$ beyond the window, the missing area is $C/\omega_c=\omega_c\sigma_1(\omega_c)$, so

$$\omega_p^2\simeq8\left[\int_0^{\omega_c}\sigma_1d\omega+\omega_c\sigma_1(\omega_c)\right].$$

Use 2 and 3 eV for the permittivity and $\omega_c=3$ eV for the area. The causal spectrum gives 4.031 eV² from the permittivity and $3.896+0.048=3.944$ eV² from absorption, a ratio of 0.978. The shortcut gives 3.934 eV² and $3.539+0.047=3.586$ eV², a ratio of 0.912.

The causal ratio is not one because the window is finite. To first order in $\Gamma/\omega$, $\sigma_2=(S/\omega)(1+\operatorname{Im}\Gamma/\omega)$. The correction is 1.7% at 2 eV and 0.8% at 3 eV. In the two-point formula these combine to

$$\frac{1.017/4-1.008/9}{1/4-1/9}\simeq1.02,$$

which accounts for the excess in the permittivity value. The tail estimate is 9% above the true tail, since the rate is still falling at 3 eV, but the tail is so small that this hardly matters.

The background matters more. Reading $\omega_p^2=(\varepsilon_b-\varepsilon_1)\omega^2$ at 3 eV alone, with $\varepsilon_b$ too large by 0.1, adds $0.1\times9=0.9$ eV²; the result is 4.871 eV², 24% above the input. The two-point formula removes a constant error but not dispersion. If $\varepsilon_b$ rises by $d$ between 2 and 3 eV, the inferred $\omega_p^2$ rises by $d/(1/4-1/9)=7.2\,d$ eV². A rise of 0.05 adds 0.36 eV², or 9%, and imitates the shortcut's deficit. The finite window can do the same: with the other parameters unchanged, raising $\Delta$ from 0.1 to 0.6 eV moves the two-point value from 2% to 16% above the true $\omega_p^2$, even for a causal spectrum. The background of a real oxide can also rise by much more than 0.05. A single sharp absorption line at 8 eV, with $\varepsilon_b=1+3/(1-\omega^2/8^2)$ for $\omega$ in eV, makes it rise by 0.29 and adds 2.1 eV², more than half the true value. The two-point formula is then useless unless the dispersion is known and subtracted.

For a rate that falls with energy, a low ratio therefore points to a noncausal fit only after both background dispersion and the finite-energy correction have been bounded. If the rate rises with energy, the shortcut's area can be too large instead.

Finally, the area determines $n_c/m_{\rm opt}$, not the density by itself. The mass meant is the optical mass along the field direction at the actual filling; in a nonparabolic or anisotropic band it differs from the band-edge mass. With the mass known to be 0.35, the causal area gives $0.001\times3.944/3.940=0.00100$ Å$^{-3}$, or $1.00\times10^{21}$ cm$^{-3}$. The shortcut area gives 0.00091 Å$^{-3}$, or $9.1\times10^{20}$ cm$^{-3}$. An independent density, for instance from a Hall measurement whose Hall factor is known, would turn the same area into a value for the optical mass. The numerical output below lists the values used here.

## Table of computed values

```
A: ONE-DIMENSIONAL CRYSTAL
cell length = 4.00 angstrom
potential Fourier coefficient = 1.80 eV
band gap = 3.567 eV
band-edge mass = 0.2701 electron masses
optical mass = 0.2717 electron masses
added electrons = 0.1000 per cell
undoped Drude weight = 0.0000 per cell
undoped interband weight = 2.0000 per cell
doped Drude weight = 0.3680 per cell
doped interband weight = 1.7320 per cell
interband change = -0.2680 per cell
blocked weight = 0.2708 per cell
new conduction-state weight = 0.0028 per cell
doped total, band sums = 2.1000 per cell
current kernel just after kick = 2.1000 per cell
largest kernel difference = 2.7e-07 per cell
total from time evolution = 2.1000 per cell
sigma/(free-electron limit) at 81.6 eV = 1.00407
sigma/(free-electron limit) at 217.7 eV = 1.00058
B: TRANSPARENT CONDUCTOR MODEL
carrier density = 0.00100 angstrom^-3 = 1.00e+21 cm^-3
optical mass = 0.35 electron masses
background permittivity = 4.0
scattering rate, low/high energy = 0.15/0.05 eV
rate crossover = 0.80 eV
unscreened plasma energy = 1.9848 eV
plasma energy squared = 3.9395 eV^2
expected carrier area = 0.4924 eV^2
full area/expected, causal = 1.00000
full area/expected, shortcut = 0.90929
same from residue = 0.90929
upper-half-plane pole height = 0.8436 eV
weak-scattering deficit estimate = 0.1250
deficit/estimate at rates x 0.01 = 0.9963
KK/actual sigma2 at 1 eV, causal = 1.00000
KK/actual sigma2 at 1 eV, shortcut = 0.94659
permittivity read at 2.0 and 3.0 eV
causal: wp^2 from permittivity = 4.0311 eV^2
causal: 8 x area in window = 3.8956 eV^2
causal: 8 x tail, estimate/true = 0.0481/0.0440 eV^2
causal: area/permittivity ratio = 0.9783
causal: density from area = 0.001001 angstrom^-3
wp^2, one point, background +0.1 = 4.8711 eV^2
shortcut: wp^2 from permittivity = 3.9335 eV^2
shortcut: 8 x area in window = 3.5385 eV^2
shortcut: 8 x tail, estimate/true = 0.0473/0.0437 eV^2
shortcut: area/permittivity ratio = 0.9116
shortcut: density from area = 0.000910 angstrom^-3
```
